# Pseudo norm in high-energy PAW pair densities and the GW basis limit: test program

```python
# Result under test (Hartree atomic units). With a finite set of PAW partial waves:
#  (a) N(G)=sum_a |<1|exp(iGr)|a>|^2 is 1 (all-electron, AE) but tends to the pseudo norm 1-q in PAW;
#  (b) G0W0 with the Coulomb kernel cut at Gc obeys Sigma(Gc)=Sigma(inf)+A/Gc^3+B/Gc^4+...,
#      A=(8/3) int rho_1 rho d3r, B=2 int d3g/(2pi)^3 |g| rho_1(g) rho(g), rho=2 rho_1,
#      and PAW gives the same law with the pseudo densities;
#  (c) the converged PAW self-energy is off by a finite amount that shrinks as partial waves are added.
# Model: two electrons in the 1s orbital of -Zn/r, hard sphere Rbox, augmentation radius rc.
# u=r*R(r) AE 1s, ut pseudo 1s, delta=u-ut, q=1-<ut|ut>. US: norm-violating, NC: norm-conserving.
# s channel: one Vanderbilt projector. l>=1: unpseudised states, N partial waves for l<=lmax.
# I_a(G)=int u_1 u_a j_L(Gr) dr, K_ab=(1a|1b)=(2/pi) int_0^Gc I_a I_b dG. z: renormalisation factor.
import numpy as np
from scipy.special import roots_jacobi, eval_legendre, spherical_jn
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

HA = physical_constants['Hartree energy in eV'][0]
Zn, rc, Rbox, Lmax, Ecut = 2.0, 1.0, 5.0, 60, 1350.0
n1, n2 = 40, 125

def element(a, b, n):
    x = np.concatenate(([-1.0], roots_jacobi(n - 2, 1, 1)[0], [1.0]))
    P = eval_legendre(n - 1, x)
    w = 2.0 / (n * (n - 1) * P**2)
    D = (P[:, None] / P[None, :]) / (x[:, None] - x[None, :] + np.eye(n))
    np.fill_diagonal(D, 0.0)
    D[0, 0] = -n * (n - 1) / 4.0
    D[-1, -1] = n * (n - 1) / 4.0
    h = (b - a) / 2.0
    return a + h * (x + 1), w * h, 0.5 * (D.T * w) @ D / h

# two-element Gauss-Lobatto grid; vectors hold sqrt(weight)*function
ra, wa, Ta = element(0.0, rc, n1)
rb, wb, Tb = element(rc, Rbox, n2)
nt = n1 + n2 - 1
r = np.concatenate((ra, rb[1:]))
W = np.zeros(nt); W[:n1] += wa; W[n1 - 1:] += wb
T = np.zeros((nt, nt)); T[:n1, :n1] += Ta; T[n1 - 1:, n1 - 1:] += Tb
r, W, T = r[1:-1], W[1:-1], T[1:-1, 1:-1]
T = T / np.sqrt(np.outer(W, W))
nin = n1 - 2                      # nodes strictly inside the sphere; node nin is r=rc
y = np.where(r < rc, 1 - (r / rc)**2, 0.0); y[nin:] = 0.0

e0, U0 = eigh(T + np.diag(-Zn / r))
eps = e0[0]
u = U0[:, 0] * np.sign(U0[5, 0]); U0[:, 0] = u
assert abs(eps + Zn**2 / 2) < 1e-5      # confinement shift is a few 1e-6

# pseudo orbital: even polynomial matched through the third derivative, plus alpha*y^4
Rrc = 2 * Zn**1.5 * np.exp(-Zn * rc)
Mm = np.array([[np.prod([2 * j - s for s in range(k)]) * rc**(2 * j - k) for j in range(4)]
               for k in range(4)], float)
cf = np.linalg.solve(Mm, np.array([(-Zn)**k * Rrc for k in range(4)]))
poly = sum(cf[j] * r**(2 * j) for j in range(4))
def make_delta(alpha):
    d = np.sqrt(W) * r * (2 * Zn**1.5 * np.exp(-Zn * r) - poly - alpha * y**4)
    d[nin:] = 0.0
    return d
alphaNC = brentq(lambda a: 1 - np.sum((u - make_delta(a))**2), 0.0, 3.0, xtol=1e-14)
Vloc = -Zn / r
Vloc[:nin] = -(Zn / rc) * (1 + y[:nin] / 2 + 3 * y[:nin]**2 / 8)
Hloc = T + np.diag(Vloc)
ps = {}
for name, al in (('US', 0.0), ('NC', alphaNC)):
    d = make_delta(al); ut = u - d
    chi = eps * ut - Hloc @ ut
    Bv = ut @ chi; p = chi / Bv; qn = 1 - ut @ ut
    et, Ut = eigh(Hloc + (Bv + eps * qn) * np.outer(p, p), np.eye(len(r)) + qn * np.outer(p, p))
    assert abs(et[0] - eps) < 1e-7 and et[1] > eps + 1.0        # no ghost state
    assert np.max(np.abs(chi[nin + 1:])) < 1e-6                 # projector confined to sphere
    ps[name] = dict(d=d, ut=ut, p=p, q=qn, e=et, U=Ut)

# wave-number grid: panels of width 2, 8 Gauss points, plus sample points for closure
xg, wg = np.polynomial.legendre.leggauss(8)
Gq = np.concatenate([2 * k + 1 + xg for k in range(16)]); wq = np.tile(wg, 16)
Gs = np.array([0.001, 2, 4, 8, 12, 16, 24, 32.0])
Gall = np.concatenate((Gq, Gs)); nq = len(Gq)
cuts = np.array([6, 10, 16, 18, 20, 22, 24, 26, 28, 30, 32])

def sigma(K, e, occ, om):
    v = slice(1, None) if occ else slice(None)
    d = e[v] - eps; sd = np.sqrt(d)
    O2, Zv = np.linalg.eigh(np.diag(d**2) + 4 * sd[:, None] * K[v, v] * sd[None, :])
    Om = np.sqrt(O2)
    w2 = 2 * (K[:, v] @ (sd[:, None] * Zv / np.sqrt(Om)))**2
    den = om - e[:, None] - Om[None, :]
    den2 = om - e[:, None] - d[None, :]
    if occ:
        den[0] = om - e[0] + Om; den2[0] = om - e[0] + d
    return np.array([np.sum(w2 / den), -np.sum(w2 / den**2), np.sum(2 * K[:, v]**2 / den2)])

def kernel(I, lo, hi):
    s = slice(4 * lo, 4 * hi)
    return (2 / np.pi) * (I[s].T * wq[s]) @ I[s]

def scan(I, e, L):
    K = 0.0; lo = 0; out = []
    for c in cuts:
        K = K + kernel(I, lo, c); lo = c
        out.append((2 * L + 1) * sigma(K, e, L == 0, eps))
    return np.array(out)

def sigma_imag(K, e, occ, om):
    v = slice(1, None) if occ else slice(None)
    d = e[v] - eps; x = om - e; tot = 0.0; h = 0.4
    for t in np.arange(-19.0, 14.0, h):
        nu = np.exp(t)
        X = np.linalg.solve(-np.diag((d**2 + nu**2) / (4 * d)) - K[v, v], K[:, v].T)
        Wc = np.sum(K[:, v] * X.T, axis=1)
        tot += -h * nu * np.sum(Wc * x / (x**2 + nu**2)) / np.pi
    return tot

def augment(J, d, H, U, N):
    cols = []
    for n in range(N):
        E = (3.0 * n)**2 / 2
        f = np.linalg.solve(H[:nin, :nin] - E * np.eye(nin), -H[:nin, nin]) * y[:nin]
        cols.append(f / np.linalg.norm(f))
    Q = np.linalg.qr(np.array(cols).T)[0]
    return ((J[:, :nin] * (d[:nin] / y[:nin])) @ Q) @ (Q.T @ (y[:nin, None] * U[:nin]))

names = ('AE', 'US', 'NC')
sets = [(2, 2), (4, 3), (8, 5), (14, 8)]
sig = {k: np.zeros((Lmax + 1, len(cuts), 3)) for k in names}
clo = {k: np.zeros(len(Gs)) for k in names}
grow = np.zeros(len(sets)); form = {}
for L in range(Lmax + 1):
    TL = T + np.diag(L * (L + 1) / (2 * r**2)); H = TL + np.diag(-Zn / r)
    e, U = (e0, U0) if L == 0 else eigh(H)
    keep = e < Ecut; e, U = e[keep], U[:, keep]
    J = spherical_jn(L, np.outer(Gall, r))
    I = (J * u) @ U
    sig['AE'][L] = scan(I, e, L); clo['AE'] += (2 * L + 1) * np.sum(I[nq:]**2, axis=1)
    if L <= 2:
        K = kernel(I, 0, 32)
        f = u * U[:, 0]; hv = f / (np.sqrt(W) * r)
        Kp = hv @ np.linalg.solve(2 * TL, hv) + (f @ r**L)**2 / ((2 * L + 1) * Rbox**(2 * L + 1))
        assert abs(K[0, 0] - Kp) < 1e-6                          # Fourier kernel vs Poisson solve
        om = eps + 0.5
        assert abs(sigma(K, e, L == 0, om)[0] - sigma_imag(K, e, L == 0, om)) < 1e-7
        if L == 0:
            J11 = K[0, 0]; assert abs(J11 - 5 * Zn / 8) < 1e-4
            form['AE'] = J[:nq] @ u**2
    for k in ('US', 'NC'):
        s = ps[k]
        if L == 0:
            form[k] = J[:nq] @ s['ut']**2
            X = J * s['ut'] + np.outer(J @ (u**2 - s['ut']**2), s['p'])
            Ia = X @ s['U']
            sm = np.sum(X**2, 1) - s['q'] * (X @ s['p'])**2 / (1 + s['q'] * s['p'] @ s['p'])
            assert np.max(np.abs(np.sum(Ia**2, 1) - sm)) < 1e-9  # closure equals inverse overlap
            kp = s['e'] < Ecut; Ik, ek = Ia[:, kp], s['e'][kp]
        else:
            bare = (J * s['ut']) @ U; ek = e
            Ik = bare + augment(J, s['d'], H, U, sets[0][1]) if L <= sets[0][0] else bare
        sig[k][L] = scan(Ik, ek, L); clo[k] += (2 * L + 1) * np.sum(Ik[nq:]**2, axis=1)
        if k == 'US' and L >= 1:
            for i, (lm, N) in enumerate(sets):
                if L <= lm:
                    Ig = bare + augment(J, s['d'], H, U, N)
                    val = (2 * L + 1) * sigma(kernel(Ig, 0, 32), e, False, eps)[0]
                else:
                    val = sig['US'][L, -1, 0]
                grow[i] += val - sig['AE'][L, -1, 0]

# closure; 1-(N_AE-N_PAW) removes the common L truncation, which lies outside the sphere
assert np.max(np.abs(clo['AE'][Gs <= 12] - 1)) < 1e-4
Nc = {k: 1 - (clo['AE'] - clo[k]) for k in ('US', 'NC')}
for k in Nc:
    assert abs(clo[k][0] - 1) < 1e-5
    assert abs(Nc[k][-1] - (1 - ps[k]['q'])) < 5e-4
assert ps['US']['q'] > 0.1

# tail law: A fitted to explicit G0W0 sums versus density integral
orb = {'AE': u, 'US': ps['US']['ut'], 'NC': ps['NC']['ut']}
res = {}
m = cuts >= 16; x = 16.0 / cuts[m]
for k in names:
    ov = 2 * np.sum(orb[k]**4 / (W * 4 * np.pi * r**2))
    A = 8 * ov / 3
    B = 2 * np.sum(wq * Gq**3 * 2 * form[k]**2) / (2 * np.pi**2)
    tot = sig[k].sum(axis=0)
    c = np.linalg.lstsq(np.array([x**0, x**3, x**5, x**6]).T, tot[m, 0] - B / cuts[m]**4.0, rcond=None)[0]
    Afit = c[1] * 16.0**3
    assert abs(Afit / A - 1) < 0.03        # neglected orders Gc^-7 and higher
    z = 1 / (1 - tot[-1, 1])
    res[k] = dict(ov=ov, A=A, B=B, Afit=Afit, inf=c[0], z=z, tot=tot, s=sig[k][0, -1, 0],
                  qp=eps + z * c[0])
assert abs(res['AE']['ov'] / (Zn**3 / (4 * np.pi)) - 1) < 1e-4
rat = {k: res[k]['Afit'] / res['AE']['Afit'] for k in ('US', 'NC')}
assert rat['US'] < (1 - ps['US']['q'])**2 - 0.1      # not simply the squared norm
assert rat['US'] < rat['NC'] < 0.93                  # norm conservation helps, not fully
tAE = res['AE']['tot']
inc = (tAE[-1, 2] - tAE[-2, 2]) / (tAE[-1, 0] - tAE[-2, 0])
assert abs(inc - 1) < 0.01                           # second order carries the tail
err = {k: (res[k]['inf'] - res[k]['s']) - (res['AE']['inf'] - res['AE']['s']) for k in ('US', 'NC')}
assert err['US'] > 2e-4 and abs(err['NC']) < err['US']
assert np.all(np.diff(np.abs(grow)) < 0) and abs(grow[-1]) < 0.1 * abs(grow[0])
Gp = ((res['AE']['A'] - res['US']['A']) / err['US'])**(1 / 3)

print(f"Z = {Zn:.0f}, rc = {rc:.1f} bohr, Rbox = {Rbox:.1f} bohr, Lmax = {Lmax}, state cutoff = {Ecut:.0f} Ha")
print(f"eps_1s = {eps:.6f} Ha, (11|11) = {J11:.5f} Ha")
print("matched polynomial coefficients r^0,r^2,r^4,r^6 (a.u.) =", np.round(cf, 5))
print(f"alpha NC = {alphaNC:.5f} bohr^-3/2")
print(f"norm deficit q: US = {ps['US']['q']:.5f}, NC = {abs(ps['NC']['q']):.5f}")
print(f"US pseudo norm = {1 - ps['US']['q']:.5f}, squared = {(1 - ps['US']['q'])**2:.5f}")
print(f"second s level (Ha): AE {e0[1]:.5f}, US {ps['US']['e'][1]:.5f}, NC {ps['NC']['e'][1]:.5f}")
print("closure strength N(G), set lmax=2 N=2: G (1/bohr), US, NC")
for i, g in enumerate(Gs):
    print(f"  {g:6.3f}  {Nc['US'][i]:.5f}  {Nc['NC'][i]:.5f}")
print(f"AE closure strength at G = 12/bohr: {clo['AE'][4]:.6f}")
print("Sigma_c(eps_1s) in mHa: Gc (1/bohr), AE, US, NC")
for i, c in enumerate(cuts):
    if c in (6, 10, 16, 20, 24, 32):
        print(f"  {c:3d}  " + "  ".join(f"{1e3 * res[k]['tot'][i, 0]:.4f}" for k in names))
for k in names:
    a = res[k]
    print(f"{k}: int rho1 rho = {a['ov']:.5f} bohr^-3, A = {a['A']:.4f}, A fit = {a['Afit']:.4f} Ha/bohr^3, B = {a['B']:.4f} Ha/bohr^4")
for k in ('US', 'NC'):
    print(f"{k}/AE tail ratio: formula {res[k]['A'] / res['AE']['A']:.4f}, fit {rat[k]:.4f}")
print(f"second-order / G0W0 increment, Gc 30 to 32 per bohr: {inc:.5f}")
for k in names:
    a = res[k]
    print(f"{k}: Sigma(inf) = {1e3 * a['inf']:.3f} mHa (s {1e3 * a['s']:.3f}, l>=1 {1e3 * (a['inf'] - a['s']):.3f}), z = {a['z']:.4f}")
for k in names:
    print(f"{k}: eps_QP = {res[k]['qp']:.5f} Ha = {res[k]['qp'] * HA:.3f} eV")
zA = res['AE']['z']
for k in ('US', 'NC'):
    print(f"{k}: limit error l>=1 = {1e3 * err[k]:.3f} mHa, times z = {1e3 * zA * err[k] * HA:.1f} meV")
    print(f"{k}: s-channel error = {1e3 * (res[k]['s'] - res['AE']['s']):.3f} mHa, total QP error = {1e3 * (res[k]['qp'] - res['AE']['qp']) * HA:.1f} meV")
print(f"A - A_US = {res['AE']['A'] - res['US']['A']:.4f} Ha/bohr^3, effective Gp = {Gp:.2f} 1/bohr")
print("US l>=1 error at Gc = 32/bohr versus partial-wave set:")
for (lm, N), g in zip(sets, grow):
    print(f"  lmax = {lm:2d}, N = {N}, top energy {(3.0 * (N - 1))**2 / 2:.1f} Ha: {1e3 * g:.4f} mHa")
print("finished without a failed check")
```

Running it gives:

```
Z = 2, rc = 1.0 bohr, Rbox = 5.0 bohr, Lmax = 60, state cutoff = 1350 Ha
eps_1s = -1.999997 Ha, (11|11) = 1.25002 Ha
matched polynomial coefficients r^0,r^2,r^4,r^6 (a.u.) = [ 2.52001 -3.15798  1.81823 -0.41468]
alpha NC = 1.06398 bohr^-3/2
norm deficit q: US = 0.16862, NC = 0.00000
US pseudo norm = 0.83138, squared = 0.69120
second s level (Ha): AE -0.45122, US -0.44261, NC -0.44843
closure strength N(G), set lmax=2 N=2: G (1/bohr), US, NC
   0.001  1.00000  1.00000
   2.000  0.99766  1.00044
   4.000  0.97726  1.00445
   8.000  0.89010  1.00572
  12.000  0.83397  1.00156
  16.000  0.83145  1.00011
  24.000  0.83138  1.00000
  32.000  0.83138  1.00000
AE closure strength at G = 12/bohr: 1.000000
Sigma_c(eps_1s) in mHa: Gc (1/bohr), AE, US, NC
    6  12.9895  12.7696  12.5670
   10  3.8961  6.7476  4.0370
   16  1.8839  5.9661  2.3810
   20  1.6125  5.8705  2.1666
   24  1.5007  5.8295  2.0764
   32  1.4168  5.7978  2.0074
AE: int rho1 rho = 0.63664 bohr^-3, A = 1.6977, A fit = 1.6749 Ha/bohr^3, B = 4.3201 Ha/bohr^4
US: int rho1 rho = 0.25774 bohr^-3, A = 0.6873, A fit = 0.6925 Ha/bohr^3, B = 1.2503 Ha/bohr^4
NC: int rho1 rho = 0.54577 bohr^-3, A = 1.4554, A fit = 1.4712 Ha/bohr^3, B = 3.1621 Ha/bohr^4
US/AE tail ratio: formula 0.4048, fit 0.4134
NC/AE tail ratio: formula 0.8573, fit 0.8784
second-order / G0W0 increment, Gc 30 to 32 per bohr: 0.99885
AE: Sigma(inf) = 1.360 mHa (s 57.458, l>=1 -56.098), z = 0.9577
US: Sigma(inf) = 5.775 mHa (s 59.456, l>=1 -53.680), z = 0.9604
NC: Sigma(inf) = 1.959 mHa (s 57.670, l>=1 -55.711), z = 0.9585
AE: eps_QP = -1.99869 Ha = -54.387 eV
US: eps_QP = -1.99445 Ha = -54.272 eV
NC: eps_QP = -1.99812 Ha = -54.372 eV
US: limit error l>=1 = 2.418 mHa, times z = 63.0 meV
US: s-channel error = 1.998 mHa, total QP error = 115.5 meV
NC: limit error l>=1 = 0.387 mHa, times z = 10.1 meV
NC: s-channel error = 0.212 mHa, total QP error = 15.7 meV
A - A_US = 1.0104 Ha/bohr^3, effective Gp = 7.48 1/bohr
US l>=1 error at Gc = 32/bohr versus partial-wave set:
  lmax =  2, N = 2, top energy 4.5 Ha: 2.3834 mHa
  lmax =  4, N = 3, top energy 18.0 Ha: 0.8391 mHa
  lmax =  8, N = 5, top energy 72.0 Ha: 0.1775 mHa
  lmax = 14, N = 8, top energy 220.5 Ha: 0.0206 mHa
finished without a failed check
```
